# Unscreening the Local PAW Potential and Its Vanishing Outside the Sphere: a program that tests the result

```python
"""Unscreening of the local PAW potential, tested on a free Na atom (LDA).

Result under test:
    vbar = v_screened - v_H[n_s + n_hat + nc_s] - v_xc[n_s + nc_s]
vanishes for r >= r_c when the smooth valence density n_s, the smooth core
density nc_s and v_screened equal their all-electron partners there, and the
compensation density n_hat (inside r_c) restores the total charge, nucleus
included.  Hartree atomic units; number densities; the nucleus counts as -Z.
Arrays named q_* are radial charge densities 4 pi r^2 n(r).
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 11
R_C = 2.6
R_WIDE = 3.4          # deliberately too large core matching radius
R_TEST = 20.0         # exterior tests run from R_C to here
edges = np.array([0, .25, .6, 1.1, 1.8, R_C, R_WIDE, 4.6, 6.5, 9, 12, 16,
                  20, 25.0])
p = 16                # polynomial order in each element

# Gauss-Lobatto nodes, weights, differentiation and integration matrices
basis = leg.Legendre.basis(p)
x = np.concatenate(([-1.0], np.sort(basis.deriv().roots().real), [1.0]))
Lp = basis(x)
w = 2 / (p * (p + 1) * Lp**2)
gap = x[:, None] - x[None, :] + np.eye(p + 1)
D = Lp[:, None] / (Lp[None, :] * gap)
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
antiderivative = leg.legint(np.eye(p + 1), lbnd=-1, axis=0)
INT = leg.legvander(x, p + 1) @ antiderivative @ np.linalg.inv(
    leg.legvander(x, p))

n_el = len(edges) - 1
size = n_el * p + 1
r_all, m_all, K_all = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e in range(n_el):
    h = edges[e + 1] - edges[e]
    s = slice(e * p, e * p + p + 1)
    r_all[s] = edges[e] + h * (x + 1) / 2
    m_all[s] += h / 2 * w
    K_all[s, s] += 2 / h * (D.T * w) @ D
r, m, K = r_all[1:], m_all[1:], K_all[1:, 1:]   # functions vanish at r = 0
shell = 4 * np.pi * r**2


def node(radius):
    """Index of an element edge in the array r."""
    return int(np.argmin(abs(r - radius)))


def states(v, l):
    """Radial eigenvalues and normalized functions u = r*phi."""
    a = 1 / np.sqrt(m[:-1])
    H = 0.5 * K[:-1, :-1] * np.outer(a, a)
    H += np.diag(v[:-1] + l * (l + 1) / (2 * r[:-1]**2))
    energy, y = eigh(H)
    u = np.zeros((len(r), 4))
    u[:-1] = y[:, :4] * a[:, None]
    return energy[:4], u


def hartree_poisson(q):
    """Hartree potential from the differential Poisson equation."""
    total = m @ q
    U = np.full(len(r), total)
    rhs = (m * q / r)[:-1] - K[:-1, -1] * total
    U[:-1] = np.linalg.solve(K[:-1, :-1], rhs)
    return U / r


def cumulative(f):
    full = np.concatenate(([0.0], f))
    out = np.zeros(size)
    for e in range(n_el):
        s = slice(e * p, e * p + p + 1)
        h = edges[e + 1] - edges[e]
        out[s] = out[e * p] + h / 2 * INT @ full[s]
    return out[1:]


def hartree_integral(q):
    """Hartree potential from the Coulomb integrals over shells."""
    outer = cumulative(q / r)
    return cumulative(q) / r + outer[-1] - outer


def xc(n):
    exc, vxc = libxc.eval_xc("lda,vwn", n, spin=0, deriv=1)[:2]
    return np.asarray(exc).ravel(), np.asarray(vxc[0]).ravel()


def smooth_inside(f, radius, positive):
    """Replace f inside radius by an even polynomial a + b r^2 + c r^4
    (or its exponential), matched through the second derivative."""
    k = node(radius)
    seg = f[k:k + p + 1]
    seg = np.log(seg) if positive else seg
    d = D * 2 / (r[k + p] - r[k])
    target = [seg[0], (d @ seg)[0], (d @ d @ seg)[0]]
    R = r[k]
    a, b, c = np.linalg.solve([[1, R**2, R**4], [0, 2 * R, 4 * R**3],
                               [0, 2, 12 * R**2]], target)
    poly = a + b * r[:k]**2 + c * r[:k]**4
    out = f.copy()
    out[:k] = np.exp(poly) if positive else poly
    return out


# The radial solver is checked on the bare nucleus, where levels are known
bare = states(-Z / r, 0)[0]
assert np.allclose(bare[:3], [-Z**2 / 2, -Z**2 / 8, -Z**2 / 18], atol=1e-6)

# All-electron self-consistent atom
v_ae = -(1 + (Z - 1) * np.exp(-r)) / r
ext = (r >= R_C - 1e-10) & (r <= R_TEST + 1e-10)
for iteration in range(150):
    e_s, u_s = states(v_ae, 0)
    e_p, u_p = states(v_ae, 1)
    q_core = 2 * u_s[:, 0]**2 + 2 * u_s[:, 1]**2 + 6 * u_p[:, 0]**2
    q_val = u_s[:, 2]**2
    n_ae = (q_core + q_val) / shell
    v_new = -Z / r + hartree_poisson(q_core + q_val) + xc(n_ae)[1]
    change = np.max(abs(r * (v_new - v_ae))[r <= R_TEST])
    if change < 1e-9:
        break
    v_ae = v_ae + 0.4 * (v_new - v_ae)
assert change < 1e-7

# Smooth partners
kc = node(R_C)
phi = u_s[:, 2] / r * np.sign(u_s[kc, 2])
phi_s = smooth_inside(phi, R_C, True)
n_s = phi_s**2 / (4 * np.pi)
n_core = q_core / shell
nc_s = smooth_inside(n_core, R_C, True)
v_scr = smooth_inside(v_ae, R_C, False)
q_s, qc_s = shell * n_s, shell * nc_s


def shape(power):
    g = shell * np.where(r < R_C, np.clip(1 - (r / R_C)**2, 0, 1)**power, 0)
    return g / (m @ g)


g2, g4 = shape(2), shape(4)
inside = [cumulative(q)[kc] for q in (q_val, q_s, q_core, qc_s)]
Q = -Z + inside[0] - inside[1] + inside[2] - inside[3]
vh_s = hartree_integral(q_s + Q * g2 + qc_s)
vx_s = xc(n_s + nc_s)[1]
vbar = v_scr - vh_s - vx_s
vbar4 = v_scr - hartree_integral(q_s + Q * g4 + qc_s) - vx_s

# Main claim, for two compensation shapes
residual = np.max(abs(vbar[ext]))
residual4 = np.max(abs(vbar4[ext]))
assert residual < 1e-6 and residual4 < 1e-6
assert np.max(abs(vbar[:kc])) > 1e-2
assert np.max(abs(vbar4 - vbar)[:kc]) > 1e-2
total_smooth = m @ (q_s + Q * g2 + qc_s)
assert abs(total_smooth) < 1e-7


# The screened potential is the density derivative of the smooth energy
def smooth_energy(n):
    q = shell * n
    rho = q + Q * g2 + qc_s
    return (0.5 * m @ (rho * hartree_integral(rho))
            + m @ ((q + qc_s) * xc(n + nc_s)[0]) + m @ (q * vbar))


eta = n_s * r**2 / (1 + r**2)
step = 1e-3
fd = (smooth_energy(n_s + step * eta)
      - smooth_energy(n_s - step * eta)) / (2 * step)
direct = m @ (shell * eta * v_scr)
assert abs(fd - direct) < 2e-6

# Failure 1: compensation of the valence charge only -> Coulomb tail
Q_val = inside[0] - inside[1]
v_tail = v_scr - hartree_integral(q_s + Q_val * g2 + qc_s) - vx_s
N_core, N_core_s = m @ q_core, m @ qc_s
tail_charge = N_core - N_core_s - Z
assert np.max(abs(r * v_tail - tail_charge)[ext]) < 1e-5

# Failure 2: smooth core left out of the xc potential
v_nocore = v_scr - vh_s - xc(n_s)[1]
expected = xc(n_ae)[1] - xc(q_val / shell)[1]
assert np.max(abs(v_nocore - expected)[ext]) < 1e-6
assert abs(v_nocore[kc]) > 1e-4

# Failure 3: core matched only beyond r_c, total charge still correct
nc_w = smooth_inside(n_core, R_WIDE, True)
qc_w = shell * nc_w
Q_w = -Z + m @ (q_val + q_core - q_s - qc_w)
v_wide = (v_scr - hartree_integral(q_s + Q_w * g2 + qc_w)
          - xc(n_s + nc_w)[1])
kw = node(R_WIDE)
between = np.max(abs(v_wide[kc:kw]))
beyond = np.max(abs(v_wide[kw:][r[kw:] <= R_TEST]))
assert between > 1e-5 and beyond < 1e-6

# Frozen vbar and frozen core, valence electron removed
Q_ion = -Z + inside[2] - inside[3]
v_ion_s = vbar + hartree_integral(Q_ion * g2 + qc_s) + xc(nc_s)[1]
v_ion = -Z / r + hartree_poisson(q_core) + xc(n_core)[1]
ion_error = np.max(abs(v_ion_s - v_ion)[ext])
assert ion_error < 1e-6

print(f"Na atom, LDA: Z = {Z}, r_c = {R_C} bohr = {R_C*BOHR_ANG:.4f} angstrom")
print(f"SCF iterations {iteration+1}, last change of r*v {change:.1e} Ha bohr")
print(f"3s eigenvalue {e_s[2]:.6f} Ha = {e_s[2]*HARTREE_EV:.4f} eV")
print(f"2p eigenvalue {e_p[0]:.6f} Ha")
print("Electrons inside r_c:")
print(f"  valence, all-electron {inside[0]:.6f}")
print(f"  valence, smooth       {inside[1]:.6f}")
print(f"  core, all-electron    {inside[2]:.6f}")
print(f"  core, smooth          {inside[3]:.6f}")
print(f"Core electrons in all space: true {N_core:.6f}, smooth {N_core_s:.6f}")
print(f"Valence density at r_c {n_s[kc]:.6e} bohr^-3")
print(f"Core density at r_c    {n_core[kc]:.6e} bohr^-3")
print(f"Compensation charge Q (electron number) {Q:.6f}")
print(f"Total smooth charge (electron number) {total_smooth:.1e}")
print("r (bohr), v_screened, v_H, v_xc, vbar (Ha):")
for radius in (r[0], .25, .6, 1.1, 1.8, R_C, R_WIDE, 4.6, 9.0):
    k = node(radius)
    print(f"  {r[k]:7.4f} {v_scr[k]:11.6f} {vh_s[k]:11.6f} "
          f"{vx_s[k]:11.6f} {vbar[k] + 0.0:11.6f}")
print(f"vbar at innermost node {vbar[0]*HARTREE_EV:.4f} eV")
print(f"Same, narrower compensation (power 4) {vbar4[0]:.6f} Ha")
print(f"Largest |vbar|, r_c to {R_TEST:.0f} bohr: {residual:.1e} Ha")
print(f"Same, narrower compensation: {residual4:.1e} Ha")
print(f"Energy derivative: finite difference {fd:.7f} Ha")
print(f"Energy derivative: integral of v_screened {direct:.7f} Ha")
print(f"Valence-only compensation charge {Q_val:.6f}")
print(f"  predicted r*vbar outside {tail_charge:.6f} Ha bohr")
print(f"  computed r*vbar at 9 bohr {9*v_tail[node(9.0)]:.6f} Ha bohr")
print(f"  vbar at r_c {v_tail[kc]:.6f} Ha")
print(f"No core in v_xc: vbar at r_c {v_nocore[kc]:.6f} Ha")
print(f"  at {R_WIDE} bohr {v_nocore[kw]:.6f} Ha")
print(f"Core matched at {R_WIDE} bohr: max |vbar| from r_c to there "
      f"{between:.2e} Ha")
print(f"  beyond {R_WIDE} bohr {beyond:.1e} Ha")
print(f"Na+ frozen core: compensation charge {Q_ion:.6f}")
print(f"  potential at r_c: smooth {v_ion_s[kc]:.6f}, true {v_ion[kc]:.6f} Ha")
print(f"  largest exterior difference {ion_error:.1e} Ha")
print("checks complete")
```

Running it gives:

```
Na atom, LDA: Z = 11, r_c = 2.6 bohr = 1.3759 angstrom
SCF iterations 47, last change of r*v 8.1e-10 Ha bohr
3s eigenvalue -0.103415 Ha = -2.8141 eV
2p eigenvalue -1.060636 Ha
Electrons inside r_c:
  valence, all-electron 0.189240
  valence, smooth       0.222571
  core, all-electron    9.974248
  core, smooth          1.926181
Core electrons in all space: true 10.000000, smooth 1.951933
Valence density at r_c 2.746550e-03 bohr^-3
Core density at r_c    8.491434e-04 bohr^-3
Compensation charge Q (electron number) -2.985264
Total smooth charge (electron number) -3.8e-15
r (bohr), v_screened, v_H, v_xc, vbar (Ha):
   0.0034   -0.816614   -0.000516   -0.775248   -0.040850
   0.2500   -0.809436   -0.024263   -0.758827   -0.026346
   0.6000   -0.775890   -0.116760   -0.686271    0.027141
   1.1000   -0.685769   -0.249816   -0.522087    0.086133
   1.8000   -0.504842   -0.245727   -0.301369    0.042254
   2.6000   -0.305741   -0.117668   -0.188073   -0.000000
   3.4000   -0.205656   -0.051518   -0.154138   -0.000000
   4.6000   -0.131360   -0.015063   -0.116297    0.000000
   9.0000   -0.032950   -0.000152   -0.032798   -0.000000
vbar at innermost node -1.1116 eV
Same, narrower compensation (power 4) 0.555660 Ha
Largest |vbar|, r_c to 20 bohr: 7.4e-11 Ha
Same, narrower compensation: 7.4e-11 Ha
Energy derivative: finite difference -0.1925748 Ha
Energy derivative: integral of v_screened -0.1925748 Ha
Valence-only compensation charge -0.033331
  predicted r*vbar outside -2.951933 Ha bohr
  computed r*vbar at 9 bohr -2.951933 Ha bohr
  vbar at r_c -1.135359 Ha
No core in v_xc: vbar at r_c -0.014614 Ha
  at 3.4 bohr -0.001330 Ha
Core matched at 3.4 bohr: max |vbar| from r_c to there 1.23e-03 Ha
  beyond 3.4 bohr 7.4e-11 Ha
Na+ frozen core: compensation charge -2.951933
  potential at r_c: smooth -0.507786, true -0.507786 Ha
  largest exterior difference 7.4e-11 Ha
checks complete
```
